# Comment on a Gaussian autocovariance for a two-phase porous film

**The argument under review.** An author models a porous low-permittivity film as pore and solid with sharp walls, and proposes the scaled autocovariance $f(r)=e^{-r^2/a^2}$. The justification runs: "A covariance is admissible if its spectrum is nowhere negative. The spectrum of a Gaussian is a Gaussian, hence positive. A film with this autocovariance therefore exists, and $a$ may be fitted to data." The first two sentences are correct for random fields in general. The question is whether the third follows for a field that takes only two values.

**What the positive spectrum does show**

Let $I(\mathbf x)=1$ in pore and $0$ in solid. The medium is taken as statistically homogeneous and isotropic, with porosity $\phi=\langle I\rangle$ and $0<\phi<1$. The autocovariance is

$$\chi(r)=\langle I(\mathbf x)I(\mathbf x+\mathbf r)\rangle-\phi^2=\phi(1-\phi)f(r).$$

Since $I^2=I$, we have $\chi(0)=\phi-\phi^2$, so $f(0)=1$. The Fourier integral of the proposed $f$ splits into three one-dimensional Gaussian integrals, each equal to $\sqrt\pi\,a\,e^{-k_i^2a^2/4}$. Hence

$$\tilde f(k)=\pi^{3/2}a^3e^{-k^2a^2/4}>0 .$$

This guarantees that some random field has the covariance $f$; a Gaussian random field with this spectrum is one. Such a field takes a continuum of values. An indicator takes two, and that restriction has not yet been used.

**What two values add**

Let $D(r)$ be the probability that two points a distance $r$ apart lie in different phases. The square $(I_1-I_2)^2$ is 1 if they differ and 0 otherwise, so

$$D(r)=\langle I_1^2\rangle+\langle I_2^2\rangle-2\langle I_1I_2\rangle
=2\phi-2[\phi^2+\chi(r)]=2\phi(1-\phi)[1-f(r)].$$

For smooth walls, $D$ at small $r$ measures the wall area $s$ per total volume. Drop a short needle of length $r$ at random. It crosses a wall patch $dA$ if its starting point lies in a slanted cylinder of volume $r|\cos\theta|\,dA$, where $\theta$ is the angle between needle and wall normal. The isotropic mean of $|\cos\theta|$ is $\int_0^1u\,du=1/2$, so the mean number of crossings is $sr/2$. Double crossings are negligible to first order in $r$, and $D(r)\simeq sr/2$. Because $\chi(r)=\phi(1-\phi)-D(r)/2$,

$$\chi'(0)=-\frac{s}{4}.$$

The proposed Gaussian has $f'(0)=0$ and therefore implies $s=0$: a film with pores but no pore walls.

The author might reply that this derivation assumed smooth walls, and that a rougher geometry could escape. It cannot. Divide a segment of length $r$ into $n$ equal pieces. If its ends lie in different phases, at least one piece must have ends in different phases. The probability of a union is at most the sum of the probabilities, so

$$D(r)\le n\,D(r/n).$$

Cancel the common factor $2\phi(1-\phi)$, insert the Gaussian, and use $1-e^{-x}\le x$:

$$1-f(r)\le n\left[1-e^{-r^2/(n^2a^2)}\right]\le\frac{r^2}{na^2}.$$

The left side does not depend on $n$, while the right side tends to zero. Hence $f(r)=1$ for every $r$, which the Gaussian contradicts. The case $f=1$ is itself empty of structure: any two points then agree with probability one, so each sample is all pore or all solid.

For $a=1.5$ nm and $r=1.5$ nm the left side is 0.632. The upper limits from 2, 10 and 100 pieces are 0.442, 0.0995 and 0.0100. Two pieces already suffice for a contradiction.

**The contradiction as a negative probability**

Take three points on a line with spacing $r$. The outer two differ if one, but not both, of the neighbouring pairs differ. Let $P_{\rm mid}$ be the probability that both pairs differ, that is, that the middle point is in the opposite phase to both ends. Then $D(2r)=2D(r)-2P_{\rm mid}$, and

$$P_{\rm mid}=D(r)-\tfrac12D(2r)=\phi(1-\phi)\,[1-2f(r)+f(2r)].$$

For $\phi=0.30$, $a=1.5$ nm and $r=0.75$ nm, the Gaussian gives $f(r)=0.7788$ and $f(2r)=0.3679$, so

$$P_{\rm mid}=0.2100\,(1-1.5576+0.3679)=-0.0398 .$$

No assignment of probabilities to the eight pore–solid patterns of these points can reproduce the proposed pair statistics. Yet the $3\times3$ correlation matrix of the same points is positive definite, with smallest eigenvalue 0.067. Positive definiteness ensures that every linear combination of the three values has a positive variance; it does not ensure that the values can be 0 and 1.

To find where this three-point test fails, set $q=f(r)$. Then $f(2r)=q^4$, and the bracket becomes

$$1-2q+q^4=(q-1)(q^3+q^2+q-1).$$

The first factor is negative for $r>0$. The second increases with $q$ and vanishes at $q=0.5437$. The bracket is therefore negative for $0<r<a\sqrt{-\ln0.5437}=0.78\,a$, here 1.17 nm, whatever the porosity. An image with coarser pixels can pass this particular test. That does not rescue the Gaussian as a function of continuous $r$, which the argument with $n$ pieces excludes.

**What a Gaussian fit may still tell**

Suppose that a Gaussian fits good data at moderate $r$ and is wrong near the origin. The inequality $D(r)\le nD(r/n)$ then remains useful. For smooth walls $nD(r/n)\to sr/2$ as $n\to\infty$, so for every $r$

$$s\ge\frac{2D(r)}{r}=\frac{4\phi(1-\phi)[1-f(r)]}{r}.$$

With the Gaussian values, the right side is largest at $r=1.68$ nm, where it equals 0.357 nm$^{-1}$. If the fit is accurate at that one distance, the film must have at least this much wall area. The fitted curve thus demands at one distance a surface that its slope at the origin denies. The figure is a lower bound, not an estimate of $s$.

**A valid film built from the same Gaussian**

The Gaussian can be kept if it describes a different quantity. Let $Y(\mathbf x)$ be a Gaussian random field of zero mean and unit variance with correlation $\rho(r)=e^{-r^2/a^2}$, and call a point pore where $Y>t$. The level $t$ is set by $P(Y>t)=\phi$; for $\phi=0.30$ it is $t=0.5244$.

The film's autocovariance follows from the joint density $p(y_1,y_2;\rho)$ of two field values. Its Fourier transform is $e^{-(u^2+v^2+2\rho uv)/2}$. Differentiating with respect to $\rho$ multiplies this by $-uv$, and so does applying $\partial^2/\partial y_1\partial y_2$ to $p$. Therefore $\partial p/\partial\rho=\partial^2p/\partial y_1\partial y_2$. Integrating over $y_1,y_2>t$ leaves the corner value:

$$\frac{d}{d\rho}P(Y_1>t,\,Y_2>t)=p(t,t;\rho)=\frac{e^{-t^2/(1+\rho)}}{2\pi\sqrt{1-\rho^2}} .$$

At $\rho=0$ the values are independent and the probability is $\phi^2$. Integrating from there, with the integration variable written as $\sin\theta$, gives

$$\chi(r)=\frac1{2\pi}\int_0^{\arcsin\rho(r)}e^{-t^2/(1+\sin\theta)}\,d\theta .$$

For the slope, use $\rho'=-2r\rho/a^2$ and, at small $r$, $\sqrt{1-\rho^2}\simeq\sqrt2\,r/a$. The factors of $r$ cancel:

$$\chi'(0)=-\frac{e^{-t^2/2}}{2\pi}\,\frac{2r/a^2}{\sqrt2\,r/a}=-\frac{e^{-t^2/2}}{\sqrt2\,\pi a},
\qquad s=-4\chi'(0)=\frac{2\sqrt2}{\pi a}\,e^{-t^2/2}.$$

The smooth field changes over a short distance by an amount proportional to $r$. Its mean-square change is thus of order $r^2$, which is why $\rho$ has zero slope. A change of phase requires the field to start within a distance of order $r$ from the level, and the probability of that is of order $r$. Cutting the field creates the linear term.

For $a=1.5$ nm the slope is $-0.1308$ nm$^{-1}$, so $s=4\times0.1308=0.523$ nm$^{-1}$, or 523 m$^2$ per cm$^3$ of film. Simulated films give 0.521 nm$^{-1}$ from the gradients of $Y$ at the walls, without use of the covariance slope. At $r=0.75$ nm the film has $f(r)=0.5546$ and $f(2r)=0.2261$, so $P_{\rm mid}=+0.0245$; the simulated value is also 0.0245.

**The same distinction in the spectrum**

For an isotropic medium $\tilde\chi(k)=(4\pi/k)\int_0^\infty g(r)\sin kr\,dr$, with $g=r\chi$. Assume that $\chi$ is smooth for $r>0$, has finite one-sided derivatives at $r=0$, and decays with its derivatives at large $r$. Since $g(0)=0$, two integrations by parts turn the integral into $-k^{-2}\int_0^\infty g''\sin kr\,dr$. A third gives $-g''(0)/k^3$ to leading order, and $g''(0)=2\chi'(0)$. Hence

$$\tilde\chi(k)\to-\frac{8\pi\chi'(0)}{k^4}=\frac{2\pi s}{k^4}.$$

At $k=5$ nm$^{-1}$ this law gives $5.26\times10^{-3}$ nm$^3$, and the full spectrum of the cut film is $5.47\times10^{-3}$ nm$^3$, 4 % above the law. The Gaussian proposal gives $3.1\times10^{-6}$ nm$^3$. It is positive, as claimed, but lacks the tail that sharp walls require.

**Relation to a real film**

The example lies in the regime of porous organosilicate films, for which a porosity of a few tenths, pores of about 2 nm and a thickness near 100 nm are rough typical values. In the model, walls cross a line $s/2$ times per unit length and each pore chord has two ends, so there are $s/4$ chords per unit length. The mean pore chord is $4\phi/s=2.3$ nm. How a mean chord converts to a diameter depends on shape. For a sphere it is two thirds of the diameter, so a spherical pore with this mean chord would be 3.4 nm across; for a long cylinder it equals the diameter, 2.3 nm. The pores of the cut field are neither: at $\phi=0.30$ nearly all of the pore volume forms one connected network. The comparison with the quoted pore size is thus rough and depends on the shape assumed, and it does not show that a real film has the shape of a cut Gaussian field.

The walls of a real film are not perfectly sharp. As an illustration, smoothing the density with a Gaussian of assumed standard deviation 0.15 nm lowers its variance by 21 % relative to $\phi(1-\phi)$. The smoothed density takes intermediate values, so its mean-square difference is no longer a probability and the proof above does not apply to it. Its covariance does start with zero slope: the drop from the origin grows by a factor of 3.99 when $r$ doubles from 0.02 to 0.04 nm, against 2.00 for sharp walls. Zero slope in such a density map is therefore no evidence that internal surface is absent. Nor does it make the whole covariance Gaussian.

Two further corrections act on the wall area. In a free-standing film the solid parts of the two outer faces add $2(1-\phi)/(100\ \text{nm})$, which is 2.7 % of the internal wall area per volume; on a dense substrate the solid part of the upper face adds half of this, and the pore floors closed by the substrate add $\phi/(100\ \text{nm})$, another 0.6 %, for 1.9 % in all. A uniform 10 % shrinkage through the thickness, at fixed porosity, raises $s$ by 3.8 % and makes the slope depend on direction; the argument with $n$ pieces then holds along each direction separately. Micropores inside the solid skeleton and its atomic graininess are not included, and their effect on $s$ is not estimated here.

**Recommendation.** The author should withdraw the Gaussian as the autocovariance of the indicator. It may be kept as the correlation of an underlying smooth field, with the film's own autocovariance computed from the cut, or as an approximate fit over a stated range of $r$. Leaving out the origin does not by itself make the Gaussian an exact covariance on that range: if the range contains both $r$ and $2r$ for some $r<0.78\,a$, the three-point test still fails. The values behind this comment are in the numerical output below.

## Computed results

```
porosity: 0.30
Gaussian length a: 1.50 nm
film thickness: 100 nm
phi(1-phi): 0.2100
-- Gaussian claim --
point spacing r: 0.75 nm
f(r), f(2r): 0.7788, 0.3679
smallest eigenvalue of 3x3 correlation matrix: 0.0673
'probability' middle differs from both ends: -0.0398
joint law of three points exists: False
root q of q^3+q^2+q-1: 0.5437
three-point test fails for r below: 1.171 nm
same threshold divided by a: 0.7806
segment length for chopping: 1.50 nm
1-f over the whole segment: 0.6321
upper limit from 2 pieces: 0.4424
upper limit from 10 pieces: 0.0995
upper limit from 100 pieces: 0.0100
largest lower bound on s: 0.3574 nm^-1
reached at r: 1.681 nm
-- cut film --
cut level: 0.5244
wall area s: 0.5231 nm^-1 = 523 m^2/cm^3
initial slope of chi: -0.1308 nm^-1
mean pore chord 4 phi/s: 2.294 nm
f(r), f(2r): 0.5546, 0.2261
probability middle differs from both ends: 0.0245
joint law of three points exists: True
-- spectra at k = 5.0 nm^-1 --
Gaussian claim: 3.083e-06 nm^3
cut film: 5.468e-03 nm^3
wall law 2 pi s/k^4: 5.259e-03 nm^3
-- simulation, 24 boxes of edge 24 nm --
porosity: 0.2989
P(two points differ) at r: 0.1869, formula 0.1871
P(middle differs from both): 0.0245
wall area from gradients: 0.5214 nm^-1
-- neglected effects --
wall smoothing, standard deviation: 0.15 nm
variance lost by diffuse walls: 20.8 %
flat-wall estimate of that loss: 21.1 %
drop of chi, r=0.04 nm over r=0.02 nm, diffuse: 3.994
same ratio, sharp walls: 2.000
outer faces relative to internal walls: 2.7 %
thickness shrinkage: 10 %
gain in s from shrinkage: 3.8 %
```
